# Duality and the Sheet Conductance of a Log-Symmetric Random Square Network

A model square monolayer of gold nanocrystals at 300 K has nearest-neighbour conductances with an arithmetic mean of 81.7 pS and a harmonic mean of 16.5 pS. Kirchhoff's equations, solved numerically for 120 random samples with 40 rows of 40 bonds between the electrodes, give a sheet conductance whose average logarithm agrees with that of 36.8 pS to within the statistical error of 0.3%. That value is the geometric mean of the bond conductances. The agreement follows from a symmetry of the square lattice in two dimensions, provided that the bonds are independent and the logarithm of their conductance is symmetrically distributed. In large enough samples it holds for strong disorder as well as for weak.

The sample has sites $(x,y)$ with $x=0,\dots,N$ and $y=1,\dots,N$. The column $x=0$ is an electrode at potential 1, the column $x=N$ an electrode at potential 0; the top and bottom edges are free. Horizontal bonds join neighbours in each row, and vertical bonds join neighbours in the columns $x=1,\dots,N-1$. If every bond has conductance $g$, each of the $N$ rows has $N$ bonds in series and no current flows vertically, so the sample conductance is $G=N(g/N)=g$. Thus $G$ is a conductance per square, and its limit for large $N$ is the effective sheet conductance.

The bond conductances are $g_b=g_0e^{X_b}$. The $X_b$ are independent, with one common law that has mean zero and is unchanged by $X\to-X$. Then $\ln g_0=\langle\ln g\rangle$, and $g_0$ is the geometric mean. Independence is an essential addition to the symmetry of the single-bond law, as a counterexample below shows. The claim is that $G\to g_0$ in probability if $X$ is bounded or Gaussian.

Let $u$ be the potential, $v_b$ the drop along bond $b$ and $i_b=g_bv_b$ its current. Current is conserved at every site off the electrodes. For any function $w$ on the sites, with drops $w_b$, regrouping the sum by sites therefore leaves electrode terms alone:

$$\sum_b i_b w_b=G\,(w_{\rm left}-w_{\rm right}),$$

for $w$ constant on each electrode. With $w=u$ this gives $G=\sum_b g_bv_b^2$. If $w$ vanishes on the electrodes, the cross term in $\sum_b g_b(v_b+w_b)^2$ is zero, so

$$G=\min_{v}\sum_b g_bv_b^2 ,\qquad \frac1G=\min_{i}\sum_b\frac{i_b^2}{g_b}. \tag{1}$$

The first minimum is over drops of potentials with unit applied voltage. The second is over conserved flows of unit total current: the true one is $g_bv_b/G$, and adding a conserved flow $j$ of zero total current gives the cross term $(2/G)\sum_b v_bj_b=0$, by the same regrouping.

Now place a dual site at each $(x+\frac12,y+\frac12)$, with $x=0,\dots,N-1$ and $y=0,\dots,N$. Define a stream function $\psi$ on these sites. Across a horizontal bond with rightward current $i$, let $\psi_{\rm above}-\psi_{\rm below}=i$. Across a vertical bond with upward current $j$, let $\psi_{\rm right}-\psi_{\rm left}=-j$. Going anticlockwise round a site, the increments add to

$$i_{\rm right}+j_{\rm top}-i_{\rm left}-j_{\rm bottom}=0,$$

the net outflow, so $\psi$ is single-valued. No current leaves through the free edges, hence $\psi$ is constant along the bottom row of dual sites and along the top row. These rows are the dual electrodes, and their difference in $\psi$ is the total current $G$.

Give the dual bond that crosses $b$ the conductance $1/g_b$, and treat $\psi$ as a potential. The product of dual conductance and difference in $\psi$ is then $i_b/g_b=v_b$, up to sign. For the dual site in the face with corners $(x,y)$ and $(x+1,y+1)$, the four products, each for the neighbour minus the site itself, add to

$$[u_{x,y+1}-u_{x+1,y+1}]-[u_{x,y}-u_{x+1,y}]-[u_{x+1,y}-u_{x+1,y+1}]+[u_{x,y}-u_{x,y+1}]=0 .$$

Every potential occurs twice with opposite signs. Where a face borders an electrode, the corresponding drop is zero and the dual bond is absent, which agrees with a free dual edge. So $\psi$ solves Kirchhoff's equations on the dual network. The dual current through one row of dual bonds is the sum of the drops along a row of the original, which is 1; the dual voltage is $G$. The dual conductance is therefore $1/G$.

The dual sample has $N$ columns of $N$ bonds in series between its electrodes and $(N-1)^2$ cross bonds. Turned through 90 degrees it is the original sample. Conductances are homogeneous, so $G/g_0$ depends on the $X_b$ alone, and for each realization

$$\ln\frac{G[-X\ \text{turned}]}{g_0}=-\ln\frac{G[X]}{g_0}. \tag{2}$$

Because the $X_b$ are independent with one symmetric law, the set $-X$ turned is as probable as $X$. Thus $\ln(G/g_0)$ is distributed symmetrically about zero at every $N$, and its mean, which exists in the cases considered, is

$$\langle\ln G\rangle=\ln g_0 . \tag{3}$$

For $N=2$ the sample is a Wheatstone bridge of five bonds. If each bond is 1 or 9 with equal probability, the average of $\ln G$ over all 32 cases gives $\exp\langle\ln G\rangle=3$, the geometric mean. The 8192 cases of $N=3$ give 3 as well.

Equation (3) does not yet say that one large sample has conductance $g_0$. For that, the scatter of $\ln G$ must vanish. Differentiate $G=\sum_b g_bv_b^2$ with respect to one conductance. The changes of the drops come from a potential that vanishes on the electrodes, so they contribute nothing, and

$$\frac{\partial\ln G}{\partial\ln g_b}=\frac{g_bv_b^2}{G}\equiv p_b,\qquad \sum_bp_b=1. \tag{4}$$

The sensitivity to a bond is its share of the dissipated power. A sample averages well if no bond takes a finite share.

Suppose first that $X$ is bounded, with $g_{\min}\le g_b\le g_{\max}$ and $\Lambda=g_{\max}/g_{\min}$. Around one end of bond $b$ draw square rings: ring $r$ consists of the sites whose larger coordinate distance from the centre is $r$, for $r=1,\dots,R$, where $R$ is the integer part of $(N-1)/2$. A ring may be cut by the sample boundary. Since $2R<N$, it cannot be cut on two opposite sides, so what remains is connected (sites on one electrode share a potential and count as joined), and if the enclosed box reaches an electrode, so does the ring. Off the electrodes each potential is a weighted average of its neighbours'. The extremes of $u$ in the box therefore occur on the ring or on an electrode, whose value the ring also contains. Both ends of $b$ lie in the box, so the range ${\rm osc}_r$ of $u$ on the ring is at least $|v_b|$. A ring has at most $8r$ bonds, and the Cauchy–Schwarz inequality gives

$$v_b^2\le{\rm osc}_r^2\le\Big(\sum_{\rm ring}|v|\Big)^2\le8r\sum_{\rm ring}v^2 .$$

Divide by $8r$ and sum over the rings, which share no bonds. With $H_R=\sum_{r=1}^R1/r$,

$$\frac{v_b^2H_R}{8}\le\sum_{\rm all}v^2\le\frac{G}{g_{\min}},\qquad p_b=\frac{g_bv_b^2}{G}\le\frac{8\Lambda}{H_R}. \tag{5}$$

As $H_R$ grows like $\ln R$, the largest share tends to zero.

To pass from shares to the variance, let $f$ be a function of independent variables $X_1,\dots,X_m$, and let $f^{(k)}$ be its value after $X_k$ is replaced by an independent copy. Write $f-\langle f\rangle=\sum_k\Delta_k$, where $\Delta_k$ is the change in the conditional mean of $f$ when $X_k$ becomes known after $X_1,\dots,X_{k-1}$. Each $\Delta_k$ has zero mean given the earlier variables, so the $\Delta_k$ are uncorrelated. If $\bar f_k$ denotes $f$ averaged over $X_k$ alone, $\Delta_k$ is the mean of $f-\bar f_k$ given $X_1,\dots,X_k$. Averaging cannot increase a mean square, hence

$$\mathrm{Var}f=\sum_k\langle\Delta_k^2\rangle\le\sum_k\langle(f-\bar f_k)^2\rangle=\frac12\sum_k\langle(f-f^{(k)})^2\rangle. \tag{6}$$

The last step holds because two independent copies differ by twice the variance in mean square.

Take $f=\ln G$ and change one conductance from $g$ to $g'$. Seen from this bond, the rest of the network is a source of open-circuit voltage $v_0$ and resistance $\rho$, so $v=v_0/(1+g\rho)$. If $g'>g$, then $v$ does not increase in size and $G$ does not fall, so $p'\le(g'/g)p$. If $g'<g$, then $|v'|\le(g/g')|v|$. Also $G'\ge(g'/g)G$, because reducing every conductance by this factor would reduce $G$ at least as much. Together these give

$$p'\le\frac{g'}{g}\Big(\frac g{g'}\Big)^2\frac g{g'}\,p=\Big(\frac g{g'}\Big)^2p .$$

In both cases $p'\le\Lambda^2p$. Integrating (4) over a logarithmic interval no longer than $\ln\Lambda$ gives $|\Delta\ln G|\le\Lambda^2\ln\Lambda\;p_b$. With (5), (6) and $\sum_bp_b^2\le\max_bp_b$,

$$\mathrm{Var}\ln G\le\frac{\Lambda^4\ln^2\!\Lambda}{2}\,\Big\langle\sum_bp_b^2\Big\rangle\le\frac{4\Lambda^5\ln^2\!\Lambda}{H_R}\longrightarrow0. \tag{7}$$

With (3), this proves $G\to g_0$ for bounded $X$. The bound serves the proof and is far too weak to estimate the scatter. If the power were spread evenly over order $N^2$ bonds, $\sum_bp_b^2$ would be of order $1/N^2$ and the standard deviation of order $1/N$.

Gaussian $X$, with standard deviation $s$, has no finite $\Lambda$. Cut each $X_b$ to the interval $[-M,M]$, moving values outside to the nearer end, and call the resulting conductances $g_{M,b}$ and the sample conductance $G_M$. The cut law is symmetric and bounded, so $G_M\to g_0$. Let

$$1+\varepsilon=\big\langle e^{X-M}\,\big|\,X>M\big\rangle .$$

Given the cut network, the mean of $g_b$ is at most $(1+\varepsilon)g_{M,b}$: it equals $(1+\varepsilon)g_{M,b}$ for bonds cut from above, and is no larger than $g_{M,b}$ for the others. By symmetry the mean of $1/g_b$ is at most $(1+\varepsilon)/g_{M,b}$. Use the drops and the unit flow of the cut network as trials in (1). They are fixed once the cut network is given, so

$$\Big\langle\frac G{G_M}\Big\rangle\le1+\varepsilon,\qquad\Big\langle\frac{G_M}G\Big\rangle\le1+\varepsilon .$$

With $t=\ln(G/G_M)$, the inequality $2\cosh t-2\ge t^2$ gives $\langle t^2\rangle\le2\varepsilon$ for every $N$. Beyond the cut, $t'=X-M$ has a density proportional to $e^{-Mt'/s^2}e^{-t'^2/2s^2}$. The second factor favours small $t'$, so dropping it can only raise the mean of the increasing function $e^{t'}-1$. For $M>s^2$ the remaining exponential law gives

$$\varepsilon\le\frac{M/s^2}{M/s^2-1}-1=\frac{s^2}{M-s^2}. \tag{8}$$

If $|\ln(G/g_0)|>\delta$, then $|\ln(G_M/g_0)|$ or $|t|$ exceeds $\delta/2$. The first probability vanishes as $N\to\infty$ at fixed $M$; the second is at most $8\varepsilon/\delta^2$, which vanishes as $M\to\infty$. Hence $G\to g_0$ for Gaussian $X$ too.

The order of limits matters when the disorder becomes extreme. Let bonds be $g_0/\eta$ or $g_0\eta$ with equal probability, at fixed $N$, and let $m$ be the number of bonds. If a path of good bonds joins the electrodes, $G\ge g_0/(m\eta)$. If none does, take a trial potential of 1 on all sites joined to the left electrode by good bonds and 0 elsewhere; by (1), $G\le m\eta g_0$. For $m\eta<1$ these cases lie on opposite sides of $g_0$, and the symmetry of $\ln G$ gives each probability one half. A small sample is then either good or bad, and $g_0$ describes neither.

For hopping, take

$$g=A\exp\!\Big(-\beta d-\frac E{kT}\Big),\qquad G\to A\exp\!\Big(-\beta\langle d\rangle-\frac{\langle E\rangle}{kT}\Big), \tag{9}$$

with gaps $d$ and barriers $E$ that are Gaussian and independent of one another and from bond to bond. The example has 5 nm cores, a mean gap of 1.00 nm with spread (standard deviation) 0.05 nm, $\beta=10$ per nm, a mean barrier of 0.10 eV with spread 0.03 eV, and $A=e^2/h=38.74$ µS as a scale. At 300 K, $kT=0.02585$ eV. The sheet conductance is

$$38.74\ \mu{\rm S}\times e^{-10-0.10/0.02585}=36.8\ {\rm pS},$$

a sheet resistance of 27.2 GΩ per square. The spread of $\ln g$ has a barrier part $0.03/0.02585=1.16$ and a gap part $10\times0.05=0.50$, so $s=\sqrt{1.16^2+0.50^2}=1.26$. The arithmetic and harmonic means are $g_0e^{\pm s^2/2}$, the two values quoted at the start.

Solved samples with $N=10$, 20 and 40 have standard deviations of $\ln G$ of about 0.13, 0.06 and 0.03 (each uncertain by several per cent), close to the $1/N$ estimate. For $N=40$ the mean of $\ln(G/g_0)$ is $-0.0002\pm0.0027$ (one standard error, as below). The activation energy, $-d\ln G/d(1/kT)$ at fixed $A$, is by (9) the mean barrier. Sixty samples with $N=40$, each solved at 250 K and 300 K with its barriers and gaps held fixed, give $0.1000\pm0.0001$ eV. The arithmetic mean would suggest $0.10-0.03^2/0.02585=0.065$ eV at 300 K, because it gives too much weight to low barriers. Cooling to 150 K doubles the barrier part of $s$; the standard deviation for $N=40$ rises to about 0.065, while the mean stays at zero within its error of 0.008.

These parameters are rough, illustrative values for ligand-capped gold particles. The mean barrier is close to the charging energy $e^2/2C$ of an isolated 5 nm core in a medium of dielectric constant 2 to 3 (0.14 to 0.10 eV); screening by neighbours at a 1 nm gap lowers a simple estimate to 0.03 to 0.04 eV. The prefactor is only a scale, to which the conductance is proportional. Real monolayers depart from the assumptions in ways that can be sized with the same solver, on 60 samples with $N=40$ for each of the next three effects. First, charging energies belong to particles, so bonds meeting at a particle share them. Duality turns energies shared around a site into energies shared around a face, and the joint law is no longer invariant. With each barrier made the average of two site energies, at unchanged bond spread, $G$ rises by a factor of 1.13 to 1.14. This factor grows on cooling, so the activation energy near 300 K falls below the mean barrier, to about 0.095 eV. With site-shared disorder alone and $s=1$, $\ln(G/g_0)$ is $0.110\pm0.005$. Second, round particles readily pack in a triangular lattice, which is not its own dual. There the conductance is 1.24 times that of a uniform triangular network of bonds $g_0$. Third, 2% of missing particles lower $G$ by 7 to 8%, since absent bonds are not balanced by perfect ones.

Other corrections are smaller for these numbers. Gaps set by random particle positions are correlated, because neighbouring gaps share a particle; at the same gap spread this lowers $G$ by about 2%. The Gaussian gives a negative barrier to 0.04% of bonds; setting these to zero changes $\ln G$ by about $10^{-5}$. A diagonal hop, longer by 2.5 nm, has a tunnelling factor $1.6\times10^{-11}$ of a nearest hop. If each hop current grows as $\sinh(ev/2kT)$, with $v$ now in volts, 0.1 V across one sample with $N=40$ raises $G$ by 0.07%, although the largest single drop is 13 mV against an average of 2.5 mV. Correlations between charges on different particles lie outside a resistor network and are not sized here.

Symmetry of the logarithm is needed as well as independence. Let a bond be $g_1$ with probability $q$ and $g_2$ otherwise. The map $g\to g_1g_2/g$ exchanges the two values, and duality gives

$$\langle\ln G\rangle_q+\langle\ln G\rangle_{1-q}=\ln(g_1g_2).$$

This fixes $\langle\ln G\rangle$ at $q=\frac12$ alone. Elsewhere it says that the departures from $\langle\ln g\rangle$ at $q$ and $1-q$ are opposite. With 20% of bonds at 100 and 80% at 1, samples with $N=40$ give a departure of $-0.41$: the good bonds are too few to connect, and the conductance is about two thirds of the geometric mean. With the proportions exchanged, the departure is $+0.41$.

Numerical values quoted here were computed with a short program.
